\section*{Franz and Parabolic Decay Constants in an Oxide Gap}

\section{Problem}

An electron tunnels through an oxide whose band gap is $E_g=9$ eV. Its energy $E$ lies $\phi=E_c-E=3.1$ eV below the oxide conduction edge $E_c$. Compare the decay constants $\kappa$ given by a parabolic conduction band and by the Franz two-band dispersion, when both have the same band-edge mass $m$. Find what the difference means for leakage through an oxide $d=2.0$ nm thick, with $m=0.60\,m_0$, where $m_0$ is the free-electron mass.

The amplitude varies as $e^{-\kappa x}$, so the probability density varies as $e^{-2\kappa x}$. The barrier is flat until a field is introduced, and the electron has no momentum parallel to the interface. ``Same band-edge mass'' means the same curvature at the conduction edge. The simple Franz form also gives the valence edge a mass of that magnitude. It is convenient to define
\begin{equation}
c=\frac{\hbar^2}{2m}=0.0635\ \text{eV nm}^2 .
\end{equation}

\section{A tempting solution}

Near the conduction edge both dispersions read
\begin{equation}
E-E_c=ck^2. \label{edge}
\end{equation}
The masses are equal, so the two curves appear to be the same. In the gap $E-E_c=-\phi$, and a decaying wave has $k=i\kappa$, hence $k^2=-\kappa^2$. Equation (\ref{edge}) then gives
\begin{equation}
\kappa=\sqrt{\frac{\phi}{c}}
=\sqrt{\frac{3.1}{0.0635}}\ \text{nm}^{-1}=6.99\ \text{nm}^{-1}
\end{equation}
for both models. Their decay constants would be equal, and the choice of dispersion would not affect leakage.

\section{Where it fails}

The value is right for the parabolic band, for which (\ref{edge}) is the assumed dispersion at every energy. For the two-band model, (\ref{edge}) is the first term of an expansion about the edge. Equal masses make the first terms agree; they do not make the curves agree at a depth of 3.1 eV, about a third of the gap. The unused value of $E_g$ is a sign of the missing physics.

To see what was dropped, take one conduction and one valence state coupled linearly in $k$:
\begin{equation}
H=\begin{pmatrix}E_c&Ak\\ Ak&E_v\end{pmatrix},
\qquad E_v=E_c-E_g. \label{ham}
\end{equation}
The condition $\det(H-E)=0$ is
\begin{equation}
(E-E_c)(E-E_v)=A^2k^2. \label{twoband}
\end{equation}
Division by $E-E_v$ gives
\begin{equation}
E-E_c=\frac{A^2k^2}{E-E_v}. \label{denominator}
\end{equation}
At the conduction edge the denominator is $E_g=9$ eV. At the tunnelling energy it is $E_g-\phi=5.9$ eV. The tempting solution kept the edge value. The smaller denominator makes the coupling to the valence band more effective, so a smaller $\kappa$ suffices to reach the same depth.

\section{The correct comparison}

First fix $A$ by the mass. For small real $k$ near the conduction edge, replace $E-E_v$ in (\ref{denominator}) by $E_g$:
\begin{equation}
E-E_c\simeq\frac{A^2}{E_g}k^2.
\end{equation}
This must equal $ck^2$, so
\begin{equation}
A^2=cE_g,\qquad
A=\sqrt{0.0635\times9}\ \text{eV nm}=0.756\ \text{eV nm}. \label{A}
\end{equation}
Near the valence edge $E-E_c\simeq-E_g$, and (\ref{twoband}) gives $E-E_v\simeq-ck^2$. The curvature has the same magnitude and the opposite sign, as stated in the problem.

Now go into the gap, where
\begin{equation}
E-E_c=-\phi,\qquad E-E_v=E_g-\phi,\qquad k^2=-\kappa^2.
\end{equation}
Equation (\ref{twoband}) becomes $-\phi(E_g-\phi)=-A^2\kappa^2$. Cancelling the signs and inserting (\ref{A}),
\begin{equation}
\kappa_F^2=\frac{\phi(E_g-\phi)}{cE_g}
=\frac{\phi}{c}\left(1-\frac{\phi}{E_g}\right). \label{franz}
\end{equation}
This is the Franz dispersion. The parabolic result is $\kappa_P^2=\phi/c$. Dividing and taking the positive root,
\begin{equation}
\boxed{\frac{\kappa_F}{\kappa_P}=\sqrt{1-\frac{\phi}{E_g}}
=\sqrt{\frac{5.9}{9}}=0.810.} \label{ratio}
\end{equation}
The Franz constant is 19\% smaller than the parabolic one. The common mass cancels from this ratio, but it is needed for the separate values:
\begin{equation}
\kappa_P=6.99\ \text{nm}^{-1},\qquad
\kappa_F=0.8097\times6.987\ \text{nm}^{-1}=5.66\ \text{nm}^{-1}.
\end{equation}

A lattice calculation gives the same constants without using (\ref{franz}). The one-band and two-band wave equations were put on lattices of spacing $a=0.01$ nm, with a source at one end, and the decay was read from the solutions. The results were 6.986 and 5.656 nm$^{-1}$. The small deficit has a known origin. In the one-band case the second difference replaces $\kappa^2$ by $(4/a^2)\sinh^2(\kappa a/2)$, which lowers the decay constant by a fraction $(\kappa a)^2/24\simeq2\times10^{-4}$.

\section{Valence character and limits}

The reduction can be read from the wave itself. Replace $k$ by $-i\,d/dx$ in (\ref{ham}) and write the two envelope components as $u$ and $iw$. The first row gives $Aw'=(E-E_c)u$, and the second gives $-Au'=(E-E_v)w$. Thus
\begin{equation}
u'=-\frac{E_g-\phi}{A}\,w,\qquad
w'=-\frac{\phi}{A}\,u. \label{real}
\end{equation}
For a decaying wave $u'=-\kappa_Fu$ and $w'=-\kappa_Fw$. Dividing the second relation by the first gives
\begin{equation}
\frac{w}{u}=\frac{\phi}{E_g-\phi}\frac{u}{w},
\qquad\text{so}\qquad
\frac{w^2}{u^2}=\frac{\phi}{E_g-\phi}.
\end{equation}
The valence share of the density is therefore
\begin{equation}
\frac{w^2}{u^2+w^2}=\frac{\phi}{E_g}=0.344,
\end{equation}
and $(\kappa_F/\kappa_P)^2$ is the remaining conduction share. The two-band lattice solution has the same valence share, 0.3444.

Close to the conduction edge, $\phi\ll E_g$, expansion of the root in (\ref{ratio}) gives
\begin{equation}
\frac{\kappa_F}{\kappa_P}\simeq1-\frac{\phi}{2E_g}.
\end{equation}
The models agree there, as equal masses require. At 3.1 eV this first correction predicts a reduction of 17\%, against 19\% from the full expression.

The opposite limit shows a difference in kind. From (\ref{franz}),
\begin{equation}
\frac{d\kappa_F^2}{d\phi}=\frac1c\left(1-\frac{2\phi}{E_g}\right),
\end{equation}
so $\kappa_F$ is largest at midgap and returns to zero at the valence edge, where propagating states exist again. The parabola contains no valence band, and its $\kappa_P$ keeps growing.

\section{Effect on leakage}

For fixed thickness, the exponents are
\begin{align}
2\kappa_Pd&=2(6.987)(2.0)=27.95,\\
2\kappa_Fd&=2(5.657)(2.0)=22.63.
\end{align}
The exponential factors are $7.28\times10^{-13}$ and $1.49\times10^{-10}$. Their ratio is
\begin{equation}
e^{27.95-22.63}=e^{5.32}\simeq204.
\end{equation}
A 19\% change in $\kappa$ becomes a factor of about 200 because it multiplies a large exponent. A parabolic barrier of thickness $0.8097\times2.0=1.62$ nm would have the same exponent as the 2.0 nm Franz barrier.

A parabola can also be made to agree by changing its mass to $m_P$. Setting $m_P\phi=m\phi(1-\phi/E_g)$ gives
\begin{equation}
m_P=m\left(1-\frac{\phi}{E_g}\right)
=0.60(0.6556)m_0=0.393\,m_0. \label{mp}
\end{equation}
This mass depends on $\phi$; at $\phi=2.1$ eV it would be $0.46\,m_0$. A mass fitted with one dispersion should therefore not be inserted in the other.

\subsection{Interface prefactor}

Transmission also depends on matching at the interfaces. Both models can be written $u'=-pw$, $w'=-qu$. The Franz coefficients are those in (\ref{real}); for the parabola take $w=-u'$, $p=1$ and $q=\phi/c$. In the barrier $\kappa=\sqrt{pq}$, and $w=\pm\rho u$ with $\rho=\sqrt{q/p}$, the upper sign for the decaying wave.

Let identical leads be made of the same type of band, shifted so that the electron is $E_k=0.1$ eV above their conduction edge. There $\phi$ is replaced by $-E_k$, and a wave moving right has $w=zu$ with $z=-i\zeta$, $\zeta=\sqrt{|q|/p}$. A reflected wave has $w=-zu$. If $t$ is the transmitted amplitude, matching $u$ and $w$ at $x=d$ gives the decaying part there as $t(1+z/\rho)/2$. At $x=0$ that part is larger by $e^{\kappa d}$; call it $b$. The growing part is negligible at $x=0$ for a thick barrier, so
\begin{equation}
1+r=b,\qquad z(1-r)=\rho b
\quad\Longrightarrow\quad 2=b\left(1+\frac{\rho}{z}\right).
\end{equation}
Inserting $b=t(1+z/\rho)e^{\kappa d}/2$ and solving for $t$,
\begin{equation}
t=\frac{4z\rho}{(z+\rho)^2}e^{-\kappa d},\qquad
|t|^2=\frac{16\zeta^2\rho^2}{(\zeta^2+\rho^2)^2}e^{-2\kappa d}.
\end{equation}
The prefactors are 0.484 for the parabola and 0.321 for Franz. They change the transmission ratio from 204 to $204(0.321/0.484)\simeq135$. These leads are models, not silicon contacts, but they show how the prefactor differs from the exponential effect.

\section{With a voltage across the oxide}

Let the oxide drop be 1.0 V, with both band edges tilted together. The depth falls linearly from $\phi_1=3.1$ eV to $\phi_2=2.1$ eV, with slope $F=0.5$ eV/nm. For a slowly varying barrier the exponent is
\begin{equation}
S=2\int_0^d\kappa(\phi(x))\,dx
=\frac2F\int_{\phi_2}^{\phi_1}\kappa(\phi)\,d\phi,
\end{equation}
since $dx=-d\phi/F$ and the minus sign reverses the limits. For the parabola,
\begin{equation}
S_P=\frac{4}{3F\sqrt c}\left(\phi_1^{3/2}-\phi_2^{3/2}\right)=25.56.
\end{equation}
For Franz, set $\phi=(E_g/2)(1-\cos\theta)$. Then
\begin{equation}
\kappa_F=\frac12\sqrt{\frac{E_g}{c}}\sin\theta,
\qquad d\phi=\frac{E_g}{2}\sin\theta\,d\theta,
\end{equation}
and $\int\sin^2\theta\,d\theta=(\theta-\sin\theta\cos\theta)/2$ gives
\begin{equation}
S_F=\frac{E_g^{3/2}}{4F\sqrt c}
\left[\theta-\sin\theta\cos\theta\right]_{\theta_2}^{\theta_1}=21.52,
\end{equation}
with $\theta_1=1.254$ and $\theta_2=1.008$.

The ratio of exponential factors is now about 57. It is smaller than for the flat barrier because the electron is, on average, closer to the conduction edge. The difference
\begin{equation}
\kappa_P-\kappa_F=\sqrt{\frac{\phi}{c}}
\left(1-\sqrt{1-\frac{\phi}{E_g}}\right)
\end{equation}
is a product of two factors that both decrease when $\phi$ decreases.

The slow-variation approximation can be checked with $R=w/u$. The equations for $u$ and $w$ give
\begin{equation}
(\ln uw)'=-\left(pR+\frac qR\right).
\end{equation}
If $R=\sqrt{q/p}\,(1+\epsilon)$, the terms linear in $\epsilon$ cancel and the right side is $-\kappa(2+\epsilon^2+\cdots)$. The fall of $\ln(uw)$ across the oxide should therefore equal $S$ up to second order in $\epsilon$. Direct integration of the wave equations for this tilted barrier, started with $\epsilon=0$ at $x=d$, agrees with $S$ within 0.01 for both models.

\section{Unequal masses and the real oxide}

The symmetric Franz form fails when the valence mass $m_v$ differs from the conduction mass $m_c=m$. One way to include this is to add a remote-band term $\beta k^2$ to the valence diagonal element of (\ref{ham}). Write $c_v=\hbar^2/2m_v$. The conduction curvature still requires $A^2=cE_g$. Near the valence edge,
\begin{equation}
E-E_v\simeq\left(\beta-\frac{A^2}{E_g}\right)k^2=-c_vk^2,
\end{equation}
so $\beta=c-c_v$. In the gap the determinant gives
\begin{equation}
-\phi(E_g-\phi+\beta\kappa^2)=-A^2\kappa^2.
\end{equation}
Collecting the terms in $\kappa^2$ gives $\kappa^2(A^2-\beta\phi)=\phi(E_g-\phi)$, where $A^2-\beta\phi=c(E_g-\phi)+c_v\phi$. Hence
\begin{equation}
\frac1{\kappa^2}=\frac{c}{\phi}+\frac{c_v}{E_g-\phi}. \label{unequal}
\end{equation}
Equal masses recover Franz; $m_v\to\infty$ gives $c_v\to0$ and recovers the parabola. For $m_v=5m_c$,
\begin{equation}
\frac{\kappa}{\kappa_P}
=\left[1+\frac{3.1}{5(5.9)}\right]^{-1/2}=0.951,
\qquad \kappa=6.65\ \text{nm}^{-1}.
\end{equation}

The barrier and gap are rough typical values for thermal oxide on silicon, and 2 nm is in the direct-tunnelling range. The 5 MV/cm field of the tilted example is half of a rough breakdown field of 10 MV/cm. The mass $0.60\,m_0$ is a round model parameter, not a fitted value. Real oxide does not have equal edge masses: its upper valence band is much heavier than its conduction band. With the illustrative mass ratio of 5, the ratio to the parabola moves from 0.81 to 0.95, and the flat-barrier exponent rises by 3.96 above the Franz value. Equation (\ref{unequal}) also follows if the whole remote-band term is placed on the conduction element, with $A^2=c_vE_g$. Sharing it between the two elements changes the result: equal terms $(c-c_v)k^2/2$ on both, with $A^2=(c+c_v)E_g/2$, give a ratio of 0.92 instead of 0.95 at this mass ratio. This refers to the decaying root; the shared form also has a spurious propagating root near $k=26$ nm$^{-1}$, far outside the range of a band-edge expansion. None of these choices is the full complex band structure of the oxide.

Image forces also matter. A rough estimate used one image per interface, relative permittivities 2.1 for the oxide and 11.7 for silicon, and a rigid shift of both edges. It lowers the flat-barrier exponents by about 3.4 for the parabola and 2.1 for Franz. With this rigid shift the difference between the models falls from 5.3 to about 4. Including the repeated images reduces the two shifts by less than a tenth. The fall in the difference depends on the rigid shift. An image self-energy lowers the conduction edge but raises the valence edge, so the gap narrows; with the edges moved toward each other at fixed $A$, the Franz exponent drops by about 3.5 and the difference stays near 5.4. The classical image potential is also crude within a few tenths of a nanometre of an interface: holding it constant within 0.1 nm of each interface changes the rigid-shift values from 3.4 and 2.1 to about 2.3 and 1.1. These are sizes, not corrections to apply. By comparison, raising the electron by $k_BT=0.0345$ eV at 400 K lowers the Franz exponent by 0.06.

The 19\% reduction therefore belongs to the stated equal-mass model. The heavy-valence-band example above gives a smaller reduction. For a real oxide the reduction must be found anew from a dispersion that includes the valence mass before leakage is predicted. The main computed values are collected in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Depth below conduction edge: 3.1 eV
Oxide gap: 9 eV
Common edge mass: 0.6 m0
Oxide thickness: 2 nm
hbar^2/(2m): 0.0635 eV nm^2
Two-band coupling A: 0.756 eV nm
Parabolic kappa: 6.987 1/nm
Franz kappa: 5.657 1/nm
Parabolic kappa, lattice: 6.986 1/nm
Franz kappa, lattice: 5.656 1/nm
Franz/parabolic kappa ratio: 0.8097
Reduction of kappa: 19.03 %
Valence share, lattice: 0.3444
Parabolic exponent 2*kappa*d: 27.95
Franz exponent 2*kappa*d: 22.63
Parabolic exponential factor: 7.28e-13
Franz exponential factor: 1.49e-10
Franz/parabolic factor ratio: 204
Equivalent parabolic mass: 0.3933 m0
Equivalent parabolic thickness: 1.619 nm
Model-lead kinetic energy: 0.1 eV
Parabolic interface prefactor: 0.484
Franz interface prefactor: 0.321
Oxide voltage drop: 1 V
Oxide field: 5 MV/cm
Rough breakdown field: 10 MV/cm
Field/breakdown field: 0.5
Tilted parabolic exponent: 25.56
Tilted Franz exponent: 21.52
Tilted factor ratio: 56.7
Rough valence/conduction mass ratio: 5
Kappa with heavy valence mass: 6.647 1/nm
Heavy-mass/parabolic kappa ratio: 0.9513
Heavy-mass rise of exponent: 3.96
Rough oxide optical permittivity: 2.1
Rough silicon permittivity: 11.7
Image drop of parabolic exponent: 3.4
Image drop of Franz exponent: 2.1
Temperature: 400 K
Thermal energy: 0.0345 eV
Franz exponent drop for kT: 0.061
\end{verbatim}
